\section*{Hydrogen Desorption from Silicon–Germanium Surfaces with Fast Site Exchange}

\section*{The problem}

A surface has a large number of sites. A fraction $x$ of them are germanium sites (G) and $1-x$ are silicon sites (S), with $0<x<1$. Each site holds at most one hydrogen atom. Let $\theta_S$ and $\theta_G$ be the occupied fractions of the two kinds of site, and let
\begin{equation}
\theta=(1-x)\theta_S+x\theta_G
\end{equation}
be the total coverage. An adsorbed atom desorbs at rate $k_S$ from S and $k_G$ from G, with $k_G>k_S$. No hydrogen is supplied during removal.

Hydrogen on G lies higher in energy by $\Delta>0$ than on S. An atom on G attempts hops at rate $h$ to sites chosen at random, and a hop succeeds if the target is empty. From S to G the rate constant is $hK$. Equal vibrational factors on the two sites are assumed, so detailed balance requires
\begin{equation}
K=e^{-\Delta/k_BT}<1 .
\end{equation}

The model leaves out interactions between adsorbed atoms and any change of $k_S$ by a germanium neighbour. It also holds $x$ fixed, although on a real alloy surface segregation can change the germanium fraction with hydrogen coverage and temperature. It also assumes first-order desorption, although hydrogen leaves as H$_2$. This is reasonable if the desorbing unit is a pair held on one dimer. If such pairs also move as pairs, ``atom'' and ``site'' below may be read as ``pair'' and ``dimer'', with two kinds of dimer. If independent atoms must meet to recombine, the rate contains products of occupancies and the rate laws and removal times below do not apply; the fast-exchange occupancies of part (b) still do. Energies are in eV, temperatures in K and times in s.

\section*{(a) Which average governs desorption?}

\textit{Write the balance for each kind of site and find the rate constant of the total coverage.}

\textbf{Solution.} Per surface site, the hop flux from S to G is the density of atoms on S, $(1-x)\theta_S$, times $hK$, times the probability $x(1-\theta_G)$ that the target is an empty G site. The reverse flux is $x\theta_G\,h\,(1-x)(1-\theta_S)$. The net flux from S to G is therefore $x(1-x)hF$, with
\begin{equation}
F=K\theta_S(1-\theta_G)-\theta_G(1-\theta_S).
\end{equation}
Dividing by the site fractions $1-x$ and $x$ gives
\begin{align}
\dot\theta_S&=-k_S\theta_S-xhF,\\
\dot\theta_G&=-k_G\theta_G+(1-x)hF.
\end{align}
Multiply the first by $1-x$, the second by $x$, and add. The exchange terms cancel, since hops conserve hydrogen:
\begin{equation}
\dot\theta=-(1-x)k_S\theta_S-xk_G\theta_G\equiv-k_{\rm eff}\theta ,
\end{equation}
\begin{equation}
k_{\rm eff}=f_Sk_S+f_Gk_G,\qquad
f_S=\frac{(1-x)\theta_S}{\theta},\quad f_G=\frac{x\theta_G}{\theta}.
\end{equation}
The weights are shares of the adsorbed hydrogen, not shares of the sites. This form holds at any exchange speed, but in general $f_G$ depends on the history of the layer. Fast exchange makes it a function of the present coverage.

\section*{(b) What does fast exchange fix?}

\textit{Find the occupancies at given $\theta$ when exchange is much faster than desorption.}

\textbf{Solution.} The hop fluxes must balance, so $F=0$. Dividing by $(1-\theta_S)(1-\theta_G)$ gives
\begin{equation}
\frac{\theta_G}{1-\theta_G}=K\frac{\theta_S}{1-\theta_S}.
\end{equation}
Call the silicon odds $z=\theta_S/(1-\theta_S)$. Then
\begin{equation}
\theta_S=\frac{z}{1+z},\qquad \theta_G=\frac{Kz}{1+Kz}.
\end{equation}
Random long hops are not needed for this equilibrium. If sites are filled independently with odds $z$ and $Kz$, the forward and backward hop rates across any S--G pair are proportional to $z\,hK$ and $Kz\,h$, which are equal. Hops between like sites balance too. Nearest-neighbour hopping on a connected surface thus has the same equilibrium, though it may reach it more slowly.

To find $z$, insert the occupancies in $\theta$ and multiply by $(1+z)(1+Kz)$:
\begin{equation}
\theta\,[1+(1+K)z+Kz^2]=(1-x)z(1+Kz)+xKz(1+z).
\end{equation}
On the right, the coefficient of $z$ is $D=1-x+xK$ and that of $z^2$ is $K$. Hence
\begin{equation}
K(1-\theta)z^2+bz-\theta=0,\qquad b=D-\theta(1+K),
\end{equation}
\begin{equation}
z=\frac{-b+\sqrt{b^2+4K\theta(1-\theta)}}{2K(1-\theta)} .
\end{equation}
For $0<\theta<1$ the product of the roots is negative, so there is one positive root.

\section*{(c) When does germanium accelerate removal?}

\textit{Find the dilute and full-layer rates, and decide whether weak binding on germanium is enough for a large gain.}

\textbf{Solution.} For $\theta\to0$, $\theta_S\simeq z$ and $\theta_G\simeq Kz$, so $f_G=xK/D$ and
\begin{equation}
k_0=\frac{(1-x)k_S+xKk_G}{D}.
\end{equation}
For $\theta\to1$ all sites are filled, the hydrogen shares equal the site shares, and
\begin{equation}
k_1=(1-x)k_S+xk_G .
\end{equation}

Between these limits, $k_{\rm eff}=k_S+f_G(k_G-k_S)$, so $f_G$ sets the trend. The ratio
\begin{equation}
\rho=\frac{\theta_G}{\theta_S}=\frac{K(1+z)}{1+Kz},\qquad
\frac{d\rho}{dz}=\frac{K(1-K)}{(1+Kz)^2}>0,
\end{equation}
rises with $z$, and $z$ rises with $\theta$. Since $f_G=x\rho/(1-x+x\rho)$ rises with $\rho$, the rate constant falls as the layer empties: the remaining hydrogen gathers on silicon.

At fixed $\theta$, the rate constant rises with $x$. Replacing S sites by G sites at fixed $z$ would lower the coverage, because $\theta_G<\theta_S$. To restore it, $z$ must rise. Then $\theta_G$ rises, and so does $f_G=x\theta_G/\theta$.

The size of the dilute gain is
\begin{equation}
\frac{k_0}{k_S}=\frac{1-x+xKk_G/k_S}{1-x+xK}.
\end{equation}
Let the desorption barriers be $E_S$ and $E_G$, with equal prefactors $\nu$. Then
\begin{equation}
\frac{Kk_G}{k_S}=\exp\!\left[\frac{E_S-(E_G+\Delta)}{k_BT}\right].
\end{equation}
Measured from hydrogen on S, $E_S$ and $E_G+\Delta$ are the energies of the two transition states. If these coincide, $Kk_G=k_S$ and the dilute gain is $1/D$, below $1/(1-x)$. Weak binding then speeds each desorption from G but empties the G sites by the same factor. At small $x$, a large dilute gain needs $xKk_G\gg k_S$, hence a lower transition state at germanium.

A full layer differs, because exclusion forces hydrogen onto G. With coincident transition states its gain is $k_1/k_S=1-x+x/K$, which can be large.

\section*{(d) How long does removal take?}

\textit{Integrate the fast-exchange law from a full layer to a final coverage $\theta_f$.}

\textbf{Solution.} Use $z$ as the variable. Define
\begin{equation}
A=(1-x)k_S+xKk_G=Dk_0,\qquad B=Kk_1 .
\end{equation}
Putting the desorption rate over a common denominator gives
\begin{equation}
\theta k_{\rm eff}=\frac{z(A+Bz)}{(1+z)(1+Kz)},\qquad
\frac{d\theta}{dz}=\frac{1-x}{(1+z)^2}+\frac{xK}{(1+Kz)^2}.
\end{equation}
Since $dt=-d\theta/(\theta k_{\rm eff})$, the time is the integral from $z_f$ to $\infty$ of
\begin{equation}
I(z)=\frac{(1-x)(1+Kz)^2+xK(1+z)^2}{z(1+z)(1+Kz)(A+Bz)} .
\end{equation}
Partial fractions need two differences:
\begin{equation}
A-B=(1-x)k_S(1-K),\qquad A-B/K=-xk_G(1-K).
\end{equation}
The coefficients follow by evaluating the other factors at each pole:
\begin{align}
\frac1z:&\quad \frac{D}{A}=\frac1{k_0},\\
\frac1{1+z}:&\quad \frac{(1-x)(1-K)^2}{-(1-K)(A-B)}=-\frac1{k_S},\\
\frac1{1+Kz}:&\quad \frac{x(1-K)^2/K}{-xk_G(1-K)^2/K^2}=-\frac K{k_G}.
\end{align}
Write the last term as $cB/(A+Bz)$. At large $z$, $I$ falls as $1/z^2$, so the $1/z$ tails must cancel:
\begin{equation}
c=\frac1{k_S}+\frac1{k_G}-\frac1{k_0}.
\end{equation}
An antiderivative is therefore
\begin{equation}
\mathcal T(z)=\frac{\ln z}{k_0}-\frac{\ln(1+z)}{k_S}-\frac{\ln(1+Kz)}{k_G}+c\ln(A+Bz).
\end{equation}
As $z\to\infty$ the terms in $\ln z$ cancel, and
\begin{equation}
t=\mathcal T(\infty)-\mathcal T(z_f),\qquad
\mathcal T(\infty)=c\ln B-\frac{\ln K}{k_G}.
\end{equation}
At small $z_f$ the time grows as $-\ln z_f/k_0$, so the dilute rate controls the last stage.

\section*{(e) What changes if exchange is slow?}

\textit{Treat the case without exchange, then find the leading correction to fast exchange.}

\textbf{Solution.} For $h=0$ the two populations decay separately:
\begin{equation}
\theta=(1-x)e^{-k_St}+xe^{-k_Gt}.
\end{equation}
From a full layer the initial rate is $k_1$, as with fast exchange. The germanium sites then empty, are not refilled, and leave a tail decaying at $k_S$.

For large $h$, let $F_S$ and $F_G$ be the partial derivatives of $F$:
\begin{equation}
F_S=K(1-\theta_G)+\theta_G,\qquad F_G=-(K\theta_S+1-\theta_S).
\end{equation}
The chain rule and the balances give
\begin{equation}
\dot F=-k_S\theta_SF_S-k_G\theta_GF_G-h\ell F,\qquad
\ell=xF_S-(1-x)F_G .
\end{equation}
To leading order the desorption terms may be evaluated at $F=0$, where $K\theta_S(1-\theta_G)=\theta_G(1-\theta_S)$. Then
\begin{align}
\theta_SF_S&=\theta_G(1-\theta_S)+\theta_S\theta_G=\theta_G,\\
-\theta_GF_G&=K\theta_S\theta_G+K\theta_S(1-\theta_G)=K\theta_S .
\end{align}
After a transient of duration about $1/(h\ell)$,
\begin{equation}
F\simeq\frac{G}{h\ell},\qquad G=Kk_G\theta_S-k_S\theta_G .
\end{equation}
At fixed $\theta$, the occupancies can shift only as $\delta\theta_S=xu$, $\delta\theta_G=-(1-x)u$. This gives $F=\ell u$, so $u=G/(h\ell^2)$. The total desorption rate $R=\theta k_{\rm eff}$ changes by
\begin{equation}
\delta R=-x(1-x)(k_G-k_S)\frac{G}{h\ell^2}.
\end{equation}

In the dilute limit $\theta_G=K\theta_S$, $\theta=D\theta_S$ and $\ell=D$. With $f_Sf_G=x(1-x)K/D^2$,
\begin{equation}
\frac{\delta R}{\theta}=-\frac{f_Sf_G(k_G-k_S)^2}{hD}<0 .
\end{equation}
Delayed refilling of G slows removal. Near a full layer $\theta_G/\theta_S\to1$, so $G<0$ if $Kk_G<k_S$. Delayed exchange then leaves excess hydrogen on G and raises the rate.

A sufficient condition for a small correction follows from bounding the two terms of $G$ separately. For the first, use $R\ge xk_G\theta_G$ and $K\theta_S/\theta_G=-F_G$; for the second, $R\ge(1-x)k_S\theta_S$ and $\theta_G/\theta_S=F_S$. Since $-(1-x)F_G\le\ell$ and $xF_S\le\ell$, each term contributes at most $k_G/(h\ell)$ to $|\delta R|/R$. The terms have opposite signs and $\ell\ge K$, so at this order
\begin{equation}
\frac{|\delta R|}{R}\le\frac{k_G}{hK}.
\end{equation}

\section*{(f) What barrier would a temperature series show?}

\textit{Find $E=-d\ln k/d\beta$, with $\beta=1/k_BT$, in both coverage limits, with fast exchange. Take $\nu$, the energies and $x$ as constant.}

\textbf{Solution.} Write $k_0=A/D$. Differentiating $A$ weights each transition-state energy by its share of the desorption flux, and $-d\ln D/d\beta=xK\Delta/D=f_G\Delta$. Thus
\begin{equation}
E_0=(1-\phi_0)E_S+\phi_0(E_G+\Delta)-f_G\Delta,\qquad \phi_0=\frac{xKk_G}{A}.
\end{equation}
For a full layer the occupancies do not vary with temperature, and
\begin{equation}
E_1=(1-\phi_1)E_S+\phi_1E_G,\qquad \phi_1=\frac{xk_G}{k_1}.
\end{equation}

\section*{(g) A numerical case}

\textit{Take $T=750$ K, $x=0.10$, $E_S=2.50$ eV, $E_G=2.10$ eV, $\nu=10^{15}$ s$^{-1}$, $\Delta=0.20$ eV, and $h$ with barrier $1.40$ eV and prefactor $10^{13}$ s$^{-1}$. These are round model parameters, not measured data. How long does removal to $\theta_f=0.01$ take?}

\textbf{Solution.} With $k_BT=0.06463$ eV, the exponentials give $K=0.0453$, $k_S=0.01588$ s$^{-1}$, $k_G=7.738$ s$^{-1}$ and $h=3912$ s$^{-1}$. Then $D=0.9045$ and
\begin{align}
k_0&=\frac{0.9(0.01588)+0.1(0.0453)(7.738)}{0.9045}=0.05455\ {\rm s^{-1}},\\
k_1&=0.9(0.01588)+0.1(7.738)=0.788\ {\rm s^{-1}}.
\end{align}
The gains over $k_S$ are 3.4 and 50. In the dilute layer G holds 0.5\% of the hydrogen but carries 71\% of the desorption flux. With coincident transition states and the same $K$, the gains would be only 1.11 and 3.1.

The quadratic of part (b) gives, at intermediate coverage:
\begin{center}
\begin{tabular}{cccc}
$\theta$ & $\theta_S$ & $\theta_G$ & $k_{\rm eff}$ (s$^{-1}$)\\
0.90 & 0.949 & 0.458 & 0.409\\
0.50 & 0.550 & 0.052 & 0.097\\
0.10 & 0.110 & 0.006 & 0.059
\end{tabular}
\end{center}
At half coverage, weighting by site fractions would give $k_1$, about eight times too large.

For $\theta_f=0.01$, the quadratic gives $z_f=0.01118$. With $c=44.8$ s, and keeping unrounded values throughout, part (d) gives $\mathcal T(\infty)=-148.9$ s and $\mathcal T(z_f)=-217.5$ s, hence $t=68.6$ s. Without germanium the time is $\ln(100)/k_S=290$ s. With germanium but no exchange, the G population is soon negligible and $t\simeq\ln(90)/k_S=283$ s. Germanium therefore shortens removal by a factor 4.2 with fast exchange and by 1.02 without it.

For finite exchange, the two balances of part (a) were integrated numerically with an implicit Runge--Kutta method. These times hold for hops to random sites. Nearest-neighbour hopping can lengthen them, by an amount that depends on the S--S hop rate; on a square lattice with S--S rate $hK$ and a 1.7 eV hop barrier, the dilute mean lifetime is about 10\% longer. Raising the hop barrier at fixed prefactor gives:
\begin{center}
\begin{tabular}{ccc}
Hop barrier (eV) & $h$ (s$^{-1}$) & $t$ (s)\\
1.4 & 3912 & 68.8\\
1.7 & 37.7 & 82.7\\
2.0 & 0.364 & 257.6\\
2.3 & 0.0035 & 283.2
\end{tabular}
\end{center}
At 1.4 eV the bound of part (e) is $7.738/(3912\times0.0453)=4.4\%$, while the dilute correction is $-0.15\%$ of $k_0$. At 1.7 eV the first-order term, which scales as $1/h$, gives $-16\%$. There $k_G/(hK)=4.5$ and higher orders matter: the slow decay rate of the linearised dilute balances lies 13\% below $k_0$. The integrated removal time is 20\% above the fast limit. At 2.0 eV most of the acceleration is lost.

The apparent barriers are $E_1=2.11$ eV for the full layer and $E_0=2.36$ eV for the dilute one. The first is close to $E_G$, since nearly all the flux leaves from filled G sites. The second is nearly the flux-weighted mean of $E_G+\Delta=2.30$ eV and $E_S=2.50$ eV, since $f_G\Delta$ is only 0.001 eV. The path through G contributes $E_G+\Delta$ rather than $E_G$, because hydrogen must first be raised onto G. Within this model the apparent barrier therefore depends on the coverage at which it is taken. The dilute value also depends on the exchange speed: taken from the slow decay rate of the linearised balances, it is 2.32 eV for a hop barrier of 1.7 eV and 2.47 eV for 2.0 eV, and it tends to $E_S$ without exchange.

Numerical values quoted here were computed with a short program.
